Limited and Upwind Finite-Volume Schemes for Injected-Charge Fronts

**Result and model**

A finite-volume scheme with limited linear reconstruction keeps the density of drifting injected charge non-negative if the local Courant number does not exceed 1/2 in either stage of its time step. First-order upwinding is also positive, but it spreads a passive front, one whose own charge hardly alters the field, with variance

σ² = h x_f (1 − C),

where h is the cell size, x_f the distance travelled and C the Courant number at the front. Its width therefore falls as h^(1/2). In the example below, with C = 0.45 for both schemes, 100 cells give a front 0.92 µm wide with upwinding and 0.35 µm wide with the limited scheme.

The model is a planar insulator, 0 < x < L, initially empty and held at voltage V from t = 0. The contact at x = 0 keeps the hole density at p_b. Holes have constant mobility μ; diffusion, traps and electrons are left out at first. With permittivity ε and elementary charge q,

∂p/∂t + ∂(μpE)/∂x = 0,  ∂E/∂x = qp/ε.

Measure x in L, E in V/L, t in L²/(μV), p in εV/(qL²) and current density in εμV²/L³. Then

p_t + (pE)_x = 0,  E_x = p,  ∫₀¹ E dx = 1,

and one parameter remains, the scaled contact density α = q p_b L²/(εV).

**The sharp front as a reference**

Insert p = E_x in the time derivative of the continuity equation. It becomes (E_t + pE)_x = 0, so the total current, displacement plus conduction, is uniform in x:

J(t) = E_t + pE.

Integrate over the film. The voltage is fixed, so ∫E_t dx = 0, and pE = E E_x = (E²/2)_x. Before arrival the region ahead of the front is empty and has a uniform field E_f. With E_0 the contact field,

J = (E_f² − E_0²)/2.

Evaluating J = E_t + pE ahead of the front, where p = 0, and at the contact, where p = α, gives

x_f' = E_f,  E_f' = J,  E_0' = J − αE_0,

with x_f = 0 and E_f = E_0 = 1 initially. By Gauss's law E_f − E_0 is the injected charge, which is not negative. Thus J ≥ 0 while E_0 > 0, and (E_0 e^(αt))' = J e^(αt) ≥ 0. It follows that E_0 ≥ e^(−αt): the contact field cannot reverse before arrival.

Now follow a hole injected at time s, for which dx/dt = E. Along its path

dp/dt = p_t + E p_x = −p E_x = −p²,
dE/dt = E_t + E E_x = J = E_f'.

The first equation gives 1/p = 1/α + (t − s). Integrating the second, and then dx/dt = E, yields

p = α/[1 + α(t − s)],
E = E_0(s) + E_f(t) − E_f(s),
x = [E_0(s) − E_f(s)](t − s) + x_f(t) − x_f(s).

The leading holes have s = 0. The density therefore drops at the front from

p_f = α/(1 + αt)

to zero. Mutual repulsion dilutes the charge but does not smooth this jump, so any width found numerically in the diffusion-free model is an error.

Two limits frame the solution. For α → 0 the field stays at 1 and the front arrives at t = 1. For α → ∞ the contact is ohmic and E_0 → 0. Then E_f' = E_f²/2, so E_f = 1/(1 − t/2) and x_f = −2 ln(1 − t/2). Setting x_f = 1 gives

t_arrival = 2(1 − e^(−1/2)) = 0.78694.

Integration of the three front equations with α = 10⁴ gives 0.78696.

**The discrete equations**

Divide the film into N cells of size h = 1/N with average densities p_i. The charge up to face i + 1/2 is Q_i = h(p_1 + … + p_i), with Q_0 = 0. Gauss's law gives E_{i+1/2} = E_{1/2} + Q_i. For constant density in each cell the field is linear there, so the trapezoidal rule integrates it without error, and the voltage condition fixes

E_{1/2} = 1 − h Σ_i (Q_{i−1} + Q_i)/2.

For positive field the flux is taken from the cell on the left:

F_{i+1/2} = E_{i+1/2}(p_i + s_i/2),
dp_i/dt = −(F_{i+1/2} − F_{i−1/2})/h.

At the contact F_{1/2} = E_{1/2}α. Upwinding sets s_i = 0 and takes one forward-Euler step. The limited scheme uses the differences a = p_i − p_{i−1} and b = p_{i+1} − p_i. If they have opposite signs, or one vanishes, s_i = 0. Otherwise s_i has their common sign and magnitude

|s_i| = min(2|a|, 2|b|, |a + b|/2).

This is the monotonized-central limiter. For the end slopes the neighbour value is α on the contact side and a copy of p_N on the exit side. The left-hand choice is simple and positive, but reduces the formal accuracy in the first cell.

**Why the density stays non-negative**

Suppose all p_i ≥ 0. If s_i > 0, then s_i ≤ 2(p_i − p_{i−1}) ≤ 2p_i, so the face value is at most 2p_i. If s_i < 0, then |s_i| ≤ 2(p_i − p_{i+1}), so the face value is at least p_{i+1} ≥ 0, and it is below p_i. In all cases

0 ≤ p_i + s_i/2 ≤ 2p_i.

Let C_i = E_{i+1/2}Δt/h. The inflow is not negative, so after an Euler step

p_i(new) ≥ p_i − C_i(p_i + s_i/2) ≥ p_i(1 − 2C_i).

This is non-negative for C_i ≤ 1/2. Heun's method first forms an Euler state p* from p, then takes

p(new) = ½p + ½[p* + Δt R(p*)],

where R is the discrete rate. The bracket is another Euler step. If both steps obey the Courant bound, the result is an average of non-negative states. The field is recomputed between stages, and in the example below a step chosen at C = 0.45 leaves room for its growth. A dense contact can require a smaller step: the condition αΔt ≤ 1 ensures that the charge injected in one stage does not reverse the contact field.

For a single Euler stage the bound cannot be relaxed for arbitrary data. Take neighbouring densities in the ratio 0 : 1 : 8. For the middle cell the three candidate slopes are 2, 14 and 4, so s_i = 2 and the face value is 2. With no inflow the cell keeps 1 − 2C. At C = 0.55 this is −0.10, the value found numerically; at C = 0.499 no cell became negative.

The limiter itself matters too. With the central slope s_i = (a + b)/2 and no limiting, the 100-cell example below went negative: the first Euler stage beside the contact gave −Cα/4, which is −34% of the final sharp-front density, and completed steps reached −26%. The limited and upwind runs of the grid comparison stayed non-negative.

For upwinding the face value is p_i, so p_i(1 − C_i) remains and C_i ≤ 1 suffices.

The proof extends to other terms. If the field reverses inside a cell, charge may leave through both faces. The two reconstructed values, p_i + s_i/2 and p_i − s_i/2, sum to 2p_i, so the same bound holds with the largest speed. Diffusion with scaled diffusivity D removes at most 3Dp_i/h² per unit time, the worst case being the first cell, whose contact lies half a cell away. Recombination with electrons of density n_i at rate r n_i p_i removes a further fraction. A sufficient condition for each explicit stage is then

Δt(2v/h + 3D/h² + r n_i) ≤ 1,

where v is the largest drift speed. The example has a single carrier type and hence no recombination.

**The smearing law for upwinding**

For a passive front in uniform field the upwind update is

p_i(n+1) = (1 − C)p_i(n) + C p_{i−1}(n),  p_0 = α.

This is a random walk: in each step a particle advances one cell with probability C. Let B(n,C) be the number of advances in n steps. The solution for an initially empty film is

p_i(n) = α P[B(n,C) ≥ i].

To verify it, condition on the last step. If the particle stays, which has probability 1 − C, it needs at least i earlier advances; if it moves, it needs at least i − 1. This reproduces the update. The initial and contact values also agree, since P[B(0,C) ≥ i] = 0 for i ≥ 1 and P[B(n,C) ≥ 0] = 1.

The binomial mean is nC and its variance nC(1 − C). In units of length x_f = hnC, so

σ² = h² nC(1 − C) = h x_f(1 − C).

For many steps the binomial distribution is nearly normal. The distance between the points at 90% and 10% of the front density is then

w = 2.563 σ.

As a test, a front with α = 10⁻³ was run on 400 cells to t = 0.72 at C = 0.45. The formula gives w = 2.563 √(0.72 × 0.55/400) = 0.0806, in units of L; the simulation gives 0.0807. Its profile departs from the binomial one by at most 0.0006 of the contact density.

Differentiate the variance with respect to time, using dx_f/dt = v, and compare with dσ²/dt = 2D:

D_num = vh(1 − C)/2.

With physical quantities restored, v = μE. The Einstein relation D = μk_BT/q turns D_num into a numerical temperature:

T_num = qEh(1 − C)/(2k_B).

It describes how strongly the front is smeared and implies no heating of the holes.

**A dark-injection example**

Take L = 5 µm, V = 50 V, relative permittivity 3, μ = 10⁻⁵ cm²/Vs, p_b = 10¹⁵ cm⁻³ and T = 300 K. The mean field is 0.1 MV/cm. The units of time, density and current are 500 µs, 3.316 × 10¹⁴ cm⁻³ and 53.1 µA/cm², so α = 10¹⁵/(3.316 × 10¹⁴) = 3.016.

The sharp front reaches 0.75L = 3.75 µm at 334 µs, or t = 0.668. Its density is

p_f = 3.016/(1 + 3.016 × 0.668) = 1.00,

that is, 3.32 × 10¹⁴ cm⁻³. The scaled fields are E_f = 1.326 and E_0 = 0.306, so J = (1.326² − 0.306²)/2 = 0.832, or 44.2 µA/cm². The limited run with 1600 cells gives the same current to these digits.

The widths at this time, each measured between 90% and 10% of p_f, are:

N = 100: upwind 0.920 µm, limited 0.351 µm
N = 200: upwind 0.669 µm, limited 0.222 µm
N = 400: upwind 0.484 µm, limited 0.140 µm
N = 800: upwind 0.348 µm, limited 0.089 µm
N = 1600: upwind 0.249 µm, limited 0.056 µm

A power-law fit to all five grids gives w ∝ h^0.47 for upwinding and h^0.66 for the limited scheme. The upwind exponent between successive grids rises from 0.46 to 0.48, towards the passive value 1/2. The limited exponent is close to 2/3. A scaling argument suggests that value: if the dominant error acts like h² times a third space derivative, a front of width w feels it at a rate h²/w³, and after a fixed time w³ ∝ h². This is a conjecture for the nonlinear limiter, not a proof.

The summed absolute density error, relative to the total injected charge, is 6.6% for upwinding and 2.3% for the limited scheme at N = 100. At N = 1600 it is 1.6% and 0.36%. The reference here is the cell average of the sharp solution.

The passive formula predicts 2.563 √(0.01 × 0.75 × 0.55) × 5 µm = 0.823 µm for upwinding on 100 cells. The actual width is 12% larger, and the excess grows with refinement, to 21% at N = 1600. To see whether this excess belongs to the scheme, real diffusion of the same accumulated variance was put into the limited scheme on 400 cells. That front was 0.937 µm wide, within 2% of the upwind result. The excess is thus reproduced by a diffused front carrying space charge. Stretching by the field gradient E_x = p behind the front acts to widen it, but the smeared charge also changes that gradient, and the density varies behind the front. The size of the excess is therefore not derived here.

**What equal accuracy costs**

If w ∝ h^(1/2), upwinding needs 100 × (0.920/0.351)² ≈ 690 cells to match the limited front on 100. A run with 689 cells gave 0.374 µm, still 7% too wide. Correcting by the same law suggests about 780 cells, which give 0.352 µm. At fixed C the number of steps grows as N, so the number of cell updates grows as N². Counting two stages for the limited scheme, the ratio is 780²/(2 × 100²) ≈ 30, before allowing for the extra work of computing slopes.

This comparison holds C at 0.45. Upwinding may use a larger step, and here the front sits where the field is greatest. At C = 0.9 the passive formula gives 2.563 √(0.01 × 0.75 × 0.10) × 5 µm = 0.35 µm, as narrow as the limited front. With space charge, upwinding at C = 0.9 on 100 cells gives 0.36 µm, using half as many steps as the limited scheme and one stage per step. The advantage also depends on having the front at the largest speed: a slower front elsewhere in the film has a smaller local C, and diffusion or recombination may force a smaller step. The limited scheme is therefore the safer choice when C at the front cannot be kept near one.

**Effect on the measured current**

In dark injection the time of the current peak is used to infer mobility. Differentiate J before arrival:

J' = E_f E_f' − E_0 E_0' = J(E_f − E_0) + αE_0².

At arrival the exit field begins to obey E(1)' = J − p_f E_f, so the slope drops by p_f E_f². In the example it changes from +1.553 to −0.341. The sharp solution thus has a cusp-shaped peak, at 423 µs and 56.7 µA/cm².

A smeared front delivers this drop gradually. To leading order the peak occurs when a fraction 1.553/(1.553 + 0.341) = 0.82 of the front has arrived, hence after its midpoint. For a normal profile this is 0.915σ behind the midpoint. The passive upwind value at x_f = 1 is σ = √(0.01 × 0.55) = 0.074. Dividing by the front speed 1.49 gives a delay of 0.046, or 5.4% of the arrival time 0.846. The simulation gives 5.8%.

For the limited scheme on the same 100 cells the delay is 2.1%. The peak heights are low by 2.6% and 1.2% respectively. These figures use the current computed from the end fields, (E(1)² − E_0²)/2; for upwinding it differs from the average of the discrete face fluxes by a term of order h, and with that average the upwind delay is 5.5% and its peak height is low by 2.0%. When such a simulation is fitted to a measured peak time at fixed α, the inferred mobility is proportional to the simulated peak time in scaled units. Relative to the diffusion-free sharp model, a late simulated peak therefore makes the mobility too large, by about 6% with upwinding and about 2% with the limited scheme. A real peak is itself delayed: thermal diffusion at 300 K shifts it by 2.6% in this example. Against such a film the diffusion-free 100-cell upwind fit is about 3% high, and the limited fit falls within about half a percent only because its numerical smearing resembles the thermal one.

**Physical broadening and the real device**

At the comparison time the numerical temperature of the 100-cell upwind front is 2100 K. To bring it down to 300 K the cells would have to be 7.1 nm, about 700 across the film. With real thermal diffusion included, the limited scheme on 800 cells gives a width of 0.41 µm. On 100 cells the limited scheme gives 0.49 µm and upwinding 1.01 µm. Even the limited scheme therefore needs more than 100 cells if the thermal width is wanted to better than about 20%.

The parameters lie in the rough regime of micrometre-thick, hole-transporting molecularly doped polymers. The contact density is low for a good ohmic contact; it was chosen to give a finite, resolvable injection layer. In such films mobility commonly depends on field, and injection depends on the contact barrier. With μ(E) = μ(Ē) exp[γ(√E − √Ē)], where Ē is the mean field and γ = 3 × 10⁻³ (cm/V)^(1/2) a rough assumed value, the sharp front at 334 µs moves forward by about 0.14 µm, its density drops by 28%, and the current falls by 14%. Image-force lowering of the barrier, with the contact density held at 10¹⁵ cm⁻³ at the mean field, moves the front back by 0.06 µm and lowers the current by 18%. These changes in current, computed separately, exceed the errors in peak height found above. The numbers thus benchmark the stated model and do not predict a particular film.

Energetic disorder can also broaden a front. Ten times the thermal diffusivity, a rough trial value, gives a width of 1.18 µm. Upwind smearing of 0.92 µm could therefore be mistaken for disorder unless the grid is refined. Deep trapping would remove 5% of the front before arrival if the trapping lifetime were 8.2 ms, and more if it were shorter.

Some other assumptions can be checked by rough estimates. The field at arrival is 0.15 of a rough breakdown field of 1 MV/cm, and the holes fill about 10⁻⁵ of an assumed 10²⁰ sites per cm³. Their mean spacing is 100 nm, at which the Coulomb energy of a pair is 0.19 k_BT, so a smooth mean field is a reasonable first description. The numerical output lists the remaining digits.

Table of computed values

```
Film: L = 5.0 um, V = 50 V, eps_r = 3.0
Mobility = 1.0e-05 cm2/Vs; temperature = 300 K
Contact density = 1.00e+15 cm^-3; alpha = 3.0159
Mean field = 0.100 MV/cm; time unit = 500.0 us
Density unit = 3.316e+14 cm^-3
Current unit = 53.13 uA/cm2
Ohmic-limit arrival: ODE 0.78696, formula 0.78694
Comparison time = 334.23 us; front = 3.750 um
Field ahead = 0.1326 MV/cm; at contact = 0.0306 MV/cm
Sharp front density = 3.316e+14 cm^-3
Current then: sharp 44.217, limited 1600 cells 44.218 uA/cm2
Weak front, 400 cells: width/L = 0.08071, formula 0.08065
Largest deviation from binomial profile = 0.0006 of contact density
Courant test: lowest p/p_i = 0.0000 at 0.499, -0.1000 at 0.55
Cells | 10-90% width upwind, limited (um) | L1 error upwind, limited (%)
  100 | 0.9199, 0.3506 | 6.575, 2.347
  200 | 0.6691, 0.2222 | 4.604, 1.455
  400 | 0.4838, 0.1404 | 3.228, 0.912
  800 | 0.3478, 0.0890 | 2.268, 0.575
 1600 | 0.2490, 0.0564 | 1.596, 0.363
Width exponents: upwind 0.471, limited 0.659
Passive upwind width, 100 cells = 0.8231 um; actual/passive = 1.118
Unlimited scheme: lowest density = -33.93 % of front density
Upwind cells to match limited 100 = 689; width there = 0.3736 um
Front with equivalent real diffusion = 0.9369 um
Numerical temperature, upwind 100 cells = 2116 K
Upwind cell size for numerical = thermal diffusion: 7.09 nm
Sharp arrival = 423.12 us; peak current = 56.709 uA/cm2
Scaled current slope before, after arrival: 1.553, -0.341
Peak errors, upwind 100 cells: time +5.81 %, height -2.63 %
Peak errors, limited 100 cells: time +2.11 %, height -1.21 %
Thermal front width, limited 800 cells = 0.4072 um
Thermal front width, 100 cells: limited 0.4875, upwind 1.0067 um
Width with tenfold diffusion (rough disorder case) = 1.1768 um
Field-mobility coefficient (rough) = 3.0e-03 (cm/V)^1/2
Field-dependent mobility: front shift +0.109 um, current -14.3 %
Image-force injection: front shift -0.063 um, current -18.1 %
Arrival field / rough breakdown field of 1 MV/cm = 0.149
Site filling at rough 1e+20 cm^-3 = 1.0e-05
Hole spacing = 100.0 nm; pair Coulomb energy/kT = 0.186
Trapping lifetime for 5 % front loss = 8.25 ms
```
